# Time Lag for Diffusion Through an Initially Empty Barrier

## 1. The late-time line and its intercept

### 1.1 A barrier that starts in its steady state

In an interconnect, a thin barrier layer separates a metal line from the insulator around it. Atoms of the metal dissolve in the barrier at one face, diffuse through it, and leave at the other face. Let the barrier occupy $0<x<L$, and let $C(x,t)$ be the number of diffusing atoms per volume. The flux, counted positive towards increasing $x$, follows Fick's law with a constant diffusivity $D$:

$$
j(x,t)=-D\,\frac{\partial C}{\partial x}. \tag{1}
$$

No atoms are created, destroyed or trapped inside the barrier, so the content of any slice changes only by the difference between the fluxes at its two sides. This gives $\partial C/\partial t=-\partial j/\partial x$, and with (1)

$$
\frac{\partial C}{\partial t}=D\,\frac{\partial^2 C}{\partial x^2}. \tag{2}
$$

The source is large enough to hold the concentration at $x=0$ at a fixed value $C_0$. The region beyond $x=L$ removes atoms so fast that the concentration there stays at zero:

$$
C(0,t)=C_0,\qquad C(L,t)=0 \qquad (t>0). \tag{3}
$$

The simplest case is a barrier whose concentration does not change at all. Then (2) requires $\partial^2C/\partial x^2=0$, so $C$ is a straight line in $x$, and (3) fixes its two ends:

$$
C_s(x)=C_0\left(1-\frac{x}{L}\right),\qquad J_s=-D\,\frac{dC_s}{dx}=\frac{DC_0}{L}. \tag{4}
$$

Let $J(t)=j(L,t)$ be the flux at the sink face, and let $Q(t)$ be the amount per area that has left through that face since $t=0$:

$$
Q(t)=\int_0^t J(t')\,dt'. \tag{5}
$$

If the barrier already holds the profile $C_s$ at $t=0$, the flux is $J_s$ from the start and $Q=J_st$. A plot of $Q$ against $t$ is a straight line through the origin, and there is no lag.

A barrier that starts empty has the same steady state ahead of it, but its internal profile must first be built up. Atoms that go into building the profile are missing from the delivered amount. At late times $Q$ should therefore grow with the same slope $J_s$, along a line that is shifted downwards by a fixed amount. The lag follows once this shift is known. The shift is not the whole content of the steady profile, because the source face supplies part of that content without any loss to the sink. The calculation below finds the right share.

### 1.2 An identity for the delivered amount

Let the barrier start with some profile $C_i(x)$; the empty barrier is the case $C_i=0$. The initial condition is understood in the mean-square sense,

$$
\int_0^L\left[C(x,t)-C_i(x)\right]^2dx\to0\qquad (t\to0). \tag{6}
$$

This form is needed because an empty barrier and a source at $C_0$ disagree at the corner $x=0$, $t=0$. The disagreement sits at a single point and does not affect the integral. For $t>0$ the solution is smooth.

Multiply (2) by $x$ and integrate over the barrier. An integration by parts, followed by a direct integration of $\partial C/\partial x$, gives

$$
\frac{d}{dt}\int_0^L xC\,dx
=D\int_0^L x\,\frac{\partial^2C}{\partial x^2}\,dx
=D\left[x\,\frac{\partial C}{\partial x}-C\right]_0^L. \tag{7}
$$

The bracket is correct because the derivative of $x\,\partial C/\partial x-C$ with respect to $x$ is $x\,\partial^2C/\partial x^2$. At the upper limit it equals $L\,\partial C/\partial x|_{L}-0$, and at the lower limit it equals $0-C_0$. Since $D\,\partial C/\partial x|_L=-J(t)$,

$$
\frac{d}{dt}\int_0^L xC\,dx=-LJ(t)+DC_0. \tag{8}
$$

The weight $x$ has a purpose. It vanishes at the source face, so the unknown flux entering there drops out, and what remains of that face is the known concentration $C_0$.

Integrate (8) from a small time $\varepsilon$ to $t$, and then let $\varepsilon\to0$. By the Schwarz inequality and (6), $\int xC(x,\varepsilon)\,dx$ tends to $\int xC_i\,dx$. Division by $L$, with $DC_0/L=J_s$, gives

$$
Q(t)=J_st+\frac1L\int_0^L xC_i(x)\,dx-\frac1L\int_0^L xC(x,t)\,dx. \tag{9}
$$

This identity holds at every $t>0$, not just at late times. It replaces an integral over the history of the flux by an integral over the present profile.

Equation (9) also tells what share of the internal content reaches the sink. Suppose for a moment that the source is removed and both faces are held at zero, so that $C_0=0$ and $J_s=0$. The barrier eventually empties, and (9) leaves $Q(\infty)=\int (x/L)C_i\,dx$. An atom that starts at $x$ thus leaves through the sink face with probability $x/L$, and through the other face with probability $1-x/L$. An atom near the source face is likely to go back, and one near the sink face is likely to go on.

### 1.3 Approach to the steady profile

To take the late limit of (9) one must know that $C$ tends to $C_s$. Let $w=C-C_s$. Both $C$ and $C_s$ satisfy (2) and (3), so $w$ satisfies (2) and vanishes at both faces. Multiplying its equation by $2w$ and integrating by parts gives

$$
\frac{d}{dt}\int_0^L w^2dx
=2D\int_0^L w\,\frac{\partial^2w}{\partial x^2}\,dx
=-2D\int_0^L\left(\frac{\partial w}{\partial x}\right)^2dx. \tag{10}
$$

The boundary term $2D\,[w\,\partial w/\partial x]_0^L$ is zero because $w$ vanishes at both faces.

The right side can be bounded by the integral on the left. With $k=\pi/L$, start from a square, which cannot be negative:

$$
0\le\int_0^L\left(\frac{\partial w}{\partial x}-k\cot(kx)\,w\right)^2dx. \tag{11}
$$

The cross term is $-k\cot(kx)\,\partial(w^2)/\partial x$. Integrate it by parts. Near each face $w^2$ vanishes as the square of the distance, while the cotangent grows as the inverse of the distance, so the boundary term is zero. The derivative of $\cot(kx)$ is $-k/\sin^2(kx)$, and the cross term becomes $-k^2w^2/\sin^2(kx)$. Together with the last squared term, $k^2\cot^2(kx)\,w^2$, it gives $-k^2w^2$, because $\cot^2-1/\sin^2=-1$. Hence

$$
\int_0^L\left(\frac{\partial w}{\partial x}\right)^2dx\ge\frac{\pi^2}{L^2}\int_0^Lw^2dx. \tag{12}
$$

Insertion of (12) in (10) shows that $\int w^2dx$ falls at least as fast as an exponential:

$$
\int_0^Lw^2(x,t)\,dx\le e^{-2\pi^2Dt/L^2}\int_0^L\left[C_i(x)-C_s(x)\right]^2dx. \tag{13}
$$

The profile therefore tends to $C_s$ from any square-integrable start. The same argument proves that the solution is unique. The difference of two solutions with the same data satisfies (2), vanishes at both faces, and starts from zero in the mean-square sense. Its squared integral cannot grow, by (10), and so it stays zero.

### 1.4 The time lag

Now let the barrier start empty, $C_i=0$. At late times the last integral in (9) takes its steady value

$$
\int_0^LxC_s\,dx
=C_0\int_0^L\left(x-\frac{x^2}{L}\right)dx
=C_0\left(\frac{L^2}{2}-\frac{L^2}{3}\right)
=\frac{C_0L^2}{6}. \tag{14}
$$

Equation (9) then becomes the equation of a straight line,

$$
Q(t)\to J_st-\frac{C_0L}{6}
=\frac{DC_0}{L}\left(t-t_{\rm lag}\right), \tag{15}
$$

and the intercept on the time axis is the offset divided by the slope:

$$
t_{\rm lag}=\frac{C_0L/6}{DC_0/L}=\frac{L^2}{6D}. \tag{16}
$$

The distance between $Q$ and this line can be bounded. By (9) and (14) the difference is $-(1/L)\int xw\,dx$. The Schwarz inequality bounds the integral by $(\int x^2dx)^{1/2}(\int w^2dx)^{1/2}$. Here $\int x^2dx=L^3/3$, and for an empty start the last integral in (13) is $\int C_s^2dx=C_0^2L/3$. Therefore

$$
\left|Q(t)-J_s(t-t_{\rm lag})\right|\le\frac{C_0L}{3}\,e^{-\pi^2Dt/L^2}. \tag{17}
$$

The factor $1/6$ can be read from the exit probability $x/L$. Compared with the barrier that starts in its steady state, the empty barrier lacks the content $C_s(x)\,dx$ of each slice. Of these missing atoms a share $x/L$ would have reached the sink. The delivered amount is short by $\int(x/L)C_s\,dx=C_0L/6$, which is one third of the steady content $C_0L/2$. The steady content lies mostly near the source, where the exit probability is small.

The source concentration cancels in (16), because both the offset and the steady flux are proportional to $C_0$. Thickness acts on the two quantities differently. Doubling $L$ halves the steady flux and makes the lag four times as long.

### 1.5 Other starting contents and the source face

The number $1/6$ belongs to an empty start and to collection at the sink. Suppose instead that the barrier starts with a uniform concentration $fC_0$, left over from processing. The first integral in (9) is then $fC_0L^2/2$, and the late line is

$$
Q(t)\to J_st-\frac{C_0L}{6}+\frac{fC_0L}{2}. \tag{18}
$$

Its intercept is the negative of the constant part divided by $J_s=DC_0/L$:

$$
t_{\rm int}=\frac{L^2}{6D}-\frac{fL^2}{2D}=(1-3f)\,\frac{L^2}{6D}. \tag{19}
$$

The intercept falls to zero at $f=1/3$ and is negative for larger $f$. A small or absent lag is therefore not by itself evidence of fast diffusion.

At the source face, let $Q_{\rm in}(t)$ be the amount per area that has entered an empty barrier. What has entered and not left is still inside, so

$$
Q_{\rm in}(t)=Q(t)+\int_0^LC(x,t)\,dx. \tag{20}
$$

At late times the integral is $C_0L/2$. With (15),

$$
Q_{\rm in}(t)\to J_st-\frac{C_0L}{6}+\frac{C_0L}{2}
=J_st+\frac{C_0L}{3}
=\frac{DC_0}{L}\left(t+\frac{L^2}{3D}\right). \tag{21}
$$

The uptake line has the same slope as the delivery line but a negative intercept, $-L^2/(3D)$. The source face supplies atoms ahead of the steady rate while the barrier fills, and the sink face receives them behind it.

### 1.6 Numbers for a thin barrier

Take the round model parameters $L=3\times10^{-9}$ m, $D=10^{-22}$ m²/s and $C_0=10^{25}$ m⁻³. They stand for no particular material, and the use of (2) for so thin a film is an assumption of the model. The steady flux and the lag are

$$
J_s=\frac{10^{-22}\times10^{25}}{3\times10^{-9}}\ \text{m}^{-2}\,\text{s}^{-1}
=3.33\times10^{11}\ \text{m}^{-2}\,\text{s}^{-1}, \tag{22}
$$

$$
t_{\rm lag}=\frac{(3\times10^{-9})^2}{6\times10^{-22}}\ \text{s}
=15\,000\ \text{s}=4.17\ \text{h}. \tag{23}
$$

The steady content is $C_0L/2=1.5\times10^{16}$ m⁻², and the offset of the late line is $C_0L/6=5\times10^{15}$ m⁻². The uptake at the source face has its intercept at $-30\,000$ s. If the barrier starts with one fifth of the source concentration, $f=0.2$, equation (19) gives an intercept of $0.4\times15\,000\ \text{s}=6000$ s. An observer who took this barrier to be empty at the start would infer from (16) a diffusivity 2.5 times too large.

## 2. The transient and the use of the lag

### 2.1 Symbols and results carried over

The barrier occupies $0<x<L$ and has constant diffusivity $D$. The concentration $C(x,t)$ obeys the diffusion equation (2), is held at $C_0$ at $x=0$ and at zero at $x=L$, and is zero inside at $t=0$. The flux at the sink face is $J(t)$, and its time integral is the delivered amount per area $Q(t)$. The steady profile is $C_s=C_0(1-x/L)$, with flux $J_s=DC_0/L$. For the empty start, the identity (9) reads

$$
Q(t)=J_st-\frac1L\int_0^LxC(x,t)\,dx, \tag{24}
$$

and at late times $Q\to J_s(t-t_{\rm lag})$ with $t_{\rm lag}=L^2/(6D)$. The solution is unique, so any expression that meets all the conditions is the solution. The numerical example has $L=3\times10^{-9}$ m, $D=10^{-22}$ m²/s and $C_0=10^{25}$ m⁻³, which give $J_s=3.33\times10^{11}$ m⁻² s⁻¹ and $t_{\rm lag}=15\,000$ s.

### 2.2 The sine series

The difference $w=C-C_s$ vanishes at both faces. Try a product $w=X(x)T(t)$ in the diffusion equation and divide by $DXT$:

$$
\frac{1}{DT}\frac{dT}{dt}=\frac1X\frac{d^2X}{dx^2}=-k^2. \tag{25}
$$

The left side depends on $t$ alone and the middle on $x$ alone, so both equal a constant. It must be negative, since a function that is linear or a sum of real exponentials cannot vanish at two points without being zero throughout. The condition $X(0)=0$ selects $\sin kx$, and $X(L)=0$ requires $k=n\pi/L$ with $n=1,2,3,\dots$ The time factor is $T=E_n(t)$, where

$$
E_n(t)=e^{-n^2\pi^2Dt/L^2}. \tag{26}
$$

A sum of such products, $w=\sum_nb_n\sin(n\pi x/L)\,E_n(t)$, must start from $w=-C_s$, because the barrier is empty. The sines are orthogonal on the interval, the integral of each squared sine is $L/2$, and together they form a complete set for square-integrable functions. Therefore

$$
b_n=-\frac{2C_0}{L}\int_0^L\left(1-\frac xL\right)\sin kx\,dx,\qquad k=\frac{n\pi}{L}. \tag{27}
$$

Integration by parts gives

$$
\int_0^L\left(1-\frac xL\right)\sin kx\,dx
=\left[-\left(1-\frac xL\right)\frac{\cos kx}{k}\right]_0^L-\frac{1}{kL}\int_0^L\cos kx\,dx
=\frac1k. \tag{28}
$$

The last integral vanishes because $\sin kL=\sin n\pi=0$. With $1/k=L/(n\pi)$ the coefficients are $b_n=-2C_0/(n\pi)$, and

$$
C(x,t)=C_0\left(1-\frac xL\right)-\frac{2C_0}{\pi}\sum_{n=1}^{\infty}\frac1n\sin\frac{n\pi x}{L}\,E_n(t). \tag{29}
$$

### 2.3 Exit flux and delivered amount

For $t>0$ the factors $E_n$ fall so fast with $n$ that (29) may be differentiated term by term. The derivative of the sine supplies $n\pi/L$, and at $x=L$ the cosine equals $(-1)^n$. With $J=-D\,\partial C/\partial x$,

$$
J(t)=J_s\left[1+2\sum_{n=1}^{\infty}(-1)^nE_n(t)\right]. \tag{30}
$$

At $t=0$ every $E_n$ is 1 and this series does not converge. To find $Q$ it is therefore simpler to put (29) into the identity (24) than to integrate (30) from zero. The integral needed is

$$
\int_0^Lx\sin kx\,dx
=\left[-\frac{x\cos kx}{k}\right]_0^L+\frac1k\int_0^L\cos kx\,dx
=-\frac{(-1)^nL^2}{n\pi}. \tag{31}
$$

The two minus signs, from (29) and from (31), combine to a plus:

$$
\int_0^LxC\,dx=\frac{C_0L^2}{6}+\frac{2C_0L^2}{\pi^2}\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}E_n(t). \tag{32}
$$

Equation (24) then gives the delivered amount at any time:

$$
Q(t)=J_s(t-t_{\rm lag})-\frac{2C_0L}{\pi^2}\sum_{n=1}^{\infty}\frac{(-1)^n}{n^2}E_n(t). \tag{33}
$$

This series converges uniformly down to $t=0$, where $Q=0$. Setting $t=0$ yields $\sum(-1)^n/n^2=-\pi^2/12$, so the transient starts at $+C_0L/6$ and cancels the offset of the line.

The terms of the sum in (33) alternate in sign and decrease in size, and the first is negative. The transient, with its minus sign in front, is thus positive and smaller than its first term:

$$
0<Q(t)-J_s(t-t_{\rm lag})<\frac{2C_0L}{\pi^2}\,e^{-\pi^2Dt/L^2}. \tag{34}
$$

The curve approaches its late line from above. At $t=t_{\rm lag}$ the line is at zero, but the curve is not. Summing (33) numerically gives $Q(t_{\rm lag})=1.17\times10^{15}$ m⁻² in the example, about 4% of $C_0L=3\times10^{16}$ m⁻².

### 2.4 Early arrival

The sine series needs many terms at early times. A second form of the solution suits that regime. Consider the function

$$
u=\operatorname{erfc}z,\qquad z=\frac{a\pm x}{2\sqrt{Dt}},\qquad \frac{d}{dz}\operatorname{erfc}z=-\frac{2}{\sqrt\pi}\,e^{-z^2}. \tag{35}
$$

Since $\partial z/\partial t=-z/(2t)$ and $(\partial z/\partial x)^2=1/(4Dt)$,

$$
\frac{\partial u}{\partial t}=\frac{z\,e^{-z^2}}{\sqrt\pi\,t},\qquad
\frac{\partial^2u}{\partial x^2}=\frac{4z\,e^{-z^2}}{\sqrt\pi}\,\frac{1}{4Dt}=\frac{z\,e^{-z^2}}{\sqrt\pi\,Dt}, \tag{36}
$$

so $u$ satisfies the diffusion equation for either sign and any constant $a$. Now combine such functions, as if the faces were mirrors that produce images of the source:

$$
C=C_0\sum_{m=0}^{\infty}\left[\operatorname{erfc}\frac{2mL+x}{2\sqrt{Dt}}-\operatorname{erfc}\frac{2(m+1)L-x}{2\sqrt{Dt}}\right]. \tag{37}
$$

At $x=L$ the two arguments in each bracket are equal, and $C=0$. At $x=0$ the second function in each bracket cancels the first function in the next, which leaves $C_0\operatorname{erfc}0=C_0$. As $t\to0$ every argument grows without limit for $0<x\le L$, so the barrier starts empty. By uniqueness (37) is the same function as (29).

In each bracket the first argument is no larger than the second when $x\le L$. Because erfc decreases, no bracket is negative, and $C\ge0$ throughout the barrier.

For the exit flux, differentiate (37) with (35). Both functions in a bracket contribute $+DC_0\,(2/\sqrt\pi)\,e^{-z^2}/(2\sqrt{Dt})$ to $-D\,\partial C/\partial x$: in the second, the minus sign in front is compensated by the minus sign of $x$ in its argument. At $x=L$ both have $z=(2m+1)L/(2\sqrt{Dt})$, and their sum is

$$
J(t)=2C_0\sqrt{\frac{D}{\pi t}}\;\sum_{m=0}^{\infty}\exp\left[-\frac{(2m+1)^2L^2}{4Dt}\right]. \tag{38}
$$

Every term is positive. In this model the exit flux is nonzero at every $t>0$, and there is no first-arrival time. There is only a time at which the flux passes a chosen threshold. At early times the term $m=0$ dominates, and division by $J_s=DC_0/L$ gives

$$
\frac{J(t)}{J_s}\approx\frac{2L}{\sqrt{\pi Dt}}\,e^{-L^2/(4Dt)}. \tag{39}
$$

At $t=t_{\rm lag}$ one has $Dt=L^2/6$, and the right side becomes $2\sqrt{6/\pi}\,e^{-3/2}=0.617$. The next exponential in (38) is smaller than the first by the factor $e^{-12}$, so (39) is still accurate there. At the lag time the exit flux has already reached 62% of its steady value, whatever the thickness and diffusivity.

A numerical root search on (30) finds that the flux in the example reaches 1% of $J_s$ at 3550 s, which is $0.24\,t_{\rm lag}$. If the permitted flux is only a small fraction of $J_s$, the barrier exceeds it well before the lag time; if it is larger than $J_s$, an initially empty barrier never exceeds it.

### 2.5 Reading the lag from data

In a measurement one records $Q(t)$, draws a straight line along its late part, and extends the line to the time axis. If the line is the tangent at time $t$, it has slope $J(t)$ and meets the axis at

$$
\tau(t)=t-\frac{Q(t)}{J(t)}. \tag{40}
$$

To see how $\tau$ approaches the lag, keep only the first exponential $E_1$ in (30) and (33), and work to first order in it. With $C_0L/J_s=L^2/D$,

$$
\frac{Q}{J}\approx\frac{(t-t_{\rm lag})+\dfrac{2L^2}{\pi^2D}E_1}{1-2E_1}
\approx(t-t_{\rm lag})(1+2E_1)+\frac{2L^2}{\pi^2D}E_1. \tag{41}
$$

Subtraction from $t$ gives

$$
\tau(t)\approx t_{\rm lag}-2E_1(t)\left[t-t_{\rm lag}+\frac{L^2}{\pi^2D}\right]. \tag{42}
$$

At late times the bracket is positive, so the tangent gives too short a lag. The values below come from summing (30) and (33) numerically for the example.

| $t/t_{\rm lag}$ | $J/J_s$ | $Q$ (m⁻²) | $\tau$ (s) |
|---|---|---|---|
| 1 | 0.617 | $1.17\times10^{15}$ | 9300 |
| 2 | 0.925 | $5.23\times10^{15}$ | 13 060 |
| 3 | 0.986 | $1.004\times10^{16}$ | 14 430 |
| 4 | 0.997 | $1.501\times10^{16}$ | 14 850 |
| 6 | 1.000 | $2.500\times10^{16}$ | 14 990 |

At $t=2t_{\rm lag}$ the flux is within 8% of its steady value, but the tangent intercept is still 13% below the true lag. Two errors add in the intercept, as the bracket in (42) shows. The tangent is too shallow, and this error in slope is carried back over the distance $t-t_{\rm lag}$. The curve also still lies above its late line, which gives the term $L^2/(\pi^2D)=0.61\,t_{\rm lag}$. At $t=2t_{\rm lag}$ the first error alone would make the relative error of the intercept about equal to that of the slope, and the second makes it larger. At $t=4t_{\rm lag}$ the intercept is 1% low.

With $L$ known, the late line yields both unknown parameters. The intercept gives the diffusivity, and the slope then gives the source concentration:

$$
D=\frac{L^2}{6t_{\rm lag}},\qquad C_0=\frac{J_sL}{D}=\frac{6J_st_{\rm lag}}{L}. \tag{43}
$$

The steady flux alone gives only the product $DC_0$.

### 2.6 Lifetime for a permitted dose

Suppose that the insulator tolerates a delivered amount $Q_c$. Because $C\ge0$, equation (24) gives $Q\le J_st$, while (34) gives $Q>J_s(t-t_{\rm lag})$. The time $t_c$ at which $Q=Q_c$ is therefore bracketed:

$$
\frac{Q_c}{J_s}\le t_c<\frac{Q_c}{J_s}+t_{\rm lag}. \tag{44}
$$

The lower value ignores the filling of the barrier and is the cautious estimate for a barrier that starts empty. Atoms left over from processing can make the time shorter still. The upper value uses the late line and errs on the long side. For $Q_c=10^{16}$ m⁻² the two are

$$
\frac{10^{16}}{3.33\times10^{11}}\ \text{s}=30\,000\ \text{s},\qquad
30\,000\ \text{s}+15\,000\ \text{s}=45\,000\ \text{s}. \tag{45}
$$

Solving (33) numerically for $Q=Q_c$ gives $t_c=44\,900$ s, or 12.5 h. The late line is good here because the dose is twice the offset $C_0L/6$, and the transient has nearly died out. For a dose well below the offset the line is a poor guide. It predicts no delivery before $t_{\rm lag}$, although $1.17\times10^{15}$ m⁻² has passed by then. For a dose far above the offset the lag is a small part of the lifetime, and the steady flux decides.

### 2.7 When the factor changes

The derivation used transport by diffusion alone, without drift in an electric field, a constant $D$, a film that is uniform along its plane, fixed concentrations at both faces, an empty start, and a single population of atoms that are all mobile. Reversible trapping shows what can happen when the last condition fails. Let each slice hold, besides the mobile concentration $C$, an immobile concentration $RC$ with constant $R$, in local equilibrium at all times. Let the barrier start empty of both. Only mobile atoms carry flux, so the balance for a slice is

$$
(1+R)\,\frac{\partial C}{\partial t}=D\,\frac{\partial^2C}{\partial x^2}. \tag{46}
$$

The steady mobile profile and $J_s$ are unchanged. The steps that led to (24) now carry the factor $1+R$ in front of the time derivative, and the late line becomes

$$
Q(t)\to J_st-(1+R)\frac{C_0L}{6},\qquad t_{\rm lag}=(1+R)\frac{L^2}{6D}. \tag{47}
$$

The lag then measures $D/(1+R)$, while the steady flux still contains $D$ itself. Using (43) without regard to the traps gives a diffusivity too small by the factor $1+R$ and a source concentration too large by the same factor. The product $DC_0$, which sets the steady flux, remains correct.

A real thin barrier may also fail to be uniform, because grain boundaries or pinholes can carry much of the flux. If such paths act independently, their late lines add, and the intercept is the mean of their lags weighted by their steady fluxes. Let a fraction $a$ of the area have diffusivity $rD$ and the same $C_0$. The steady flux is then $(1-a+ar)\,DC_0/L$ and the intercept is $L^2/(6D)$ divided by $1-a+ar$. For $a=0.01$ and $r=100$ the flux is about doubled and the intercept about halved, and (43) returns an area average of the diffusivity rather than the value in the bulk of the film.
